# Opposite shifts of mixed potential with rotating-disk speed in electroless deposition

## Scaling fixes the form

A disc rotates at angular speed $\omega$ in a liquid of kinematic viscosity $\nu$, and a dissolved species diffuses to it with coefficient $D$. If the edge of the disc is ignored and the concentration depends on the height $z$ alone, the thickness $\delta$ of the depleted layer can depend on $\omega$, $\nu$ and $D$ only. Dimensions then require

$$\delta=\sqrt{\nu/\omega}\;f(\nu/D).$$

The largest current density that transport can supply is proportional to $1/\delta$, hence to $\omega^{1/2}$. In a Tafel reaction the potential enters as $e^{\pm E/b}$, so multiplying the current by $\lambda$ moves $E$ by $\pm b\ln\lambda$. If transport sets the current and a Tafel reaction must match it, then

$$\frac{dE}{d\ln\omega}=\pm\frac b2 .$$

The sign follows from a symmetry: exchanging the roles of cathodic and anodic reactions is the same as reversing the potential axis. An oxidation needs a more positive potential to run faster, a reduction a more negative one.

## Simplest case: one limit, one Tafel reaction

Let M be the metal ion being reduced and R the reductant being oxidized. Both current densities are written as positive magnitudes, and $E$ increases in the oxidizing direction. At bulk concentrations the irreversible Tafel laws are

$$k_M=K_Me^{-E/b_M},\qquad k_R=K_Re^{E/b_R},\qquad b=\frac{RT}{\alpha F},$$

where $\alpha$ is the transfer coefficient of the step concerned. Let $L_M$ and $L_R$ be the transport limits. Without an external circuit the two partial currents are equal, and this fixes the mixed potential.

**Metal ion limited.** If its surface step is fast, reduction runs at $L_M$. If the reductant is hardly depleted, oxidation runs at $k_R$:

$$L_M=K_Re^{E/b_R}\quad\Longrightarrow\quad E=b_R\ln\frac{L_M}{K_R}.$$

Since $L_M\propto\omega^{1/2}$, we have $d\ln L_M/d\ln\omega=1/2$, and

$$\frac{dE}{d\ln\omega}=+\frac{b_R}{2}.$$

**Reductant limited.** Now oxidation runs at $L_R$ and metal deposition at $k_M$:

$$L_R=K_Me^{-E/b_M}\quad\Longrightarrow\quad E=-b_M\ln\frac{L_R}{K_M},\qquad \frac{dE}{d\ln\omega}=-\frac{b_M}{2}.$$

The slope belongs to the reaction that is *not* transport-limited. In both cases the deposition current equals a transport limit and grows as $\omega^{1/2}$, although the potentials move in opposite directions.

Two approximations remain to be removed: the limited reaction has a finite rate constant, and the Tafel reaction also depletes its own reactant. For this the transport law is needed in full.

## The transport law

For steady laminar flow over a large disc, the radial, azimuthal and axial velocities have the form

$$v_r=r\omega F(\zeta),\quad v_\varphi=r\omega G(\zeta),\quad v_z=\sqrt{\nu\omega}\,H(\zeta),\quad \zeta=z\sqrt{\omega/\nu}.$$

(This $F(\zeta)$ is a velocity profile; the Faraday constant carries no argument.) Continuity gives

$$\frac1r\frac{\partial(rv_r)}{\partial r}+\frac{\partial v_z}{\partial z}=2\omega F+\omega H'=0,\qquad H'=-2F.$$

The pressure has no radial gradient. Because $v_z$ depends on $z$ alone, the axial momentum equation makes $\partial p/\partial z$ independent of $r$, so any radial gradient is the same at all heights; far from the disc, where $v_r$ and $v_\varphi$ vanish, it is zero. Dividing the radial and azimuthal momentum equations by $r\omega^2$ leaves

$$F''=F^2-G^2+HF',\qquad G''=2FG+HG'.$$

The conditions are $F=H=0$, $G=1$ at the disc and $F,G\to0$ far away. Numerical solution gives $a\equiv F'(0)=0.51023$. Near the wall $F\simeq a\zeta$, so $H\simeq-a\zeta^2$ and

$$v_z\simeq-a\,\omega^{3/2}\nu^{-1/2}z^2 .$$

This form suffices if the Schmidt number $\mathrm{Sc}=\nu/D$ is large, because the depleted layer is then thin compared with the flow layer. A supporting electrolyte suppresses migration. The concentration obeys $Dc''=v_zc'$, or

$$\frac{c''}{c'}=-\beta z^2,\qquad \beta=\frac{a\,\omega^{3/2}}{D\nu^{1/2}},\qquad c'(z)=c'(0)e^{-\beta z^3/3}.$$

Integrating from the surface value $c_s$ to the bulk value $c$, with $\int_0^\infty e^{-t^3}dt=\Gamma(4/3)$, gives

$$c-c_s=c'(0)\,\delta,\qquad \delta=\Gamma(4/3)\left(\frac3\beta\right)^{1/3}.$$

For $n$ electrons per reacting particle, the current density is

$$i=nFDc'(0)=L\left(1-\frac{c_s}{c}\right),\qquad L=\frac{nFDc}{\delta}.$$

Inserting $\beta$ yields the Levich law

$$L=C\,nF\,D^{2/3}\nu^{-1/6}\omega^{1/2}c,\qquad C=\frac{(a/3)^{1/3}}{\Gamma(4/3)}=0.6205 .$$

As a test of the thin-layer step, the flux was also computed with the complete profile $H$. It lies 3.85 % below the Levich value at $\mathrm{Sc}=500$ and 0.376 % below at $\mathrm{Sc}=5\times10^5$. The tenfold decrease is what a correction proportional to $\mathrm{Sc}^{-1/3}$ requires. By the opening argument this correction does not depend on speed, so it cannot alter either limiting slope.

## Both reactions with kinetics and depletion

Take each surface step to be first order in its reactant. Then $i=k\,c_s/c$, and transport gives $c_s/c=1-i/L$. Therefore

$$i=k-\frac{k}{L}i,\qquad i\left(1+\frac kL\right)=k,\qquad \frac1i=\frac1k+\frac1L .$$

Kinetic and transport resistances add. Assume that the partial reactions are independent and share the same area, with no third reaction. Equating their values of $1/i$ gives

$$\frac1{k_M}-\frac1{k_R}=\frac1{L_R}-\frac1{L_M}.\tag{1}$$

As $E$ increases, $1/k_M$ grows and $1/k_R$ shrinks. The left side rises steadily from $-\infty$ to $+\infty$, so there is one mixed potential.

**First limit.** Let $k_M\to\infty$. Equation (1) becomes

$$\frac1{k_R}=\frac1{L_M}-\frac1{L_R},\qquad K_Re^{E/b_R}=\frac{L_M}{1-L_M/L_R},$$

$$E=b_R\ln\frac{L_M}{K_R}-b_R\ln\left(1-\frac{L_M}{L_R}\right).\tag{2}$$

This requires $L_M<L_R$. Both limits vary as $\omega^{1/2}$, so their ratio is constant. Depletion of the reductant therefore adds a constant positive offset and leaves the slope at $+b_R/2$.

**Second limit.** Let $k_R\to\infty$. Then $1/k_M=1/L_R-1/L_M$, and

$$E=-b_M\ln\frac{L_R}{K_M}+b_M\ln\left(1-\frac{L_R}{L_M}\right),\tag{3}$$

which requires $L_R<L_M$. The slope is $-b_M/2$.

## The slope between the limits

Differentiate (1) with respect to $\ln\omega$. From the Tafel laws,

$$\frac{d}{dE}\frac1{k_M}=\frac1{b_Mk_M},\qquad \frac{d}{dE}\left(-\frac1{k_R}\right)=\frac1{b_Rk_R}.$$

Each $1/L$ varies as $\omega^{-1/2}$, so

$$\left(\frac1{b_Mk_M}+\frac1{b_Rk_R}\right)\frac{dE}{d\ln\omega}=\frac12\left(\frac1{L_M}-\frac1{L_R}\right).$$

Equation (1) allows the last bracket to be replaced by $1/k_R-1/k_M$. Multiplying through by $b_Rk_R$ and defining $x=k_R/k_M$ at the mixed potential,

$$\boxed{\frac{dE}{d\ln\omega}=\frac{b_R}{2}\,\frac{1-x}{1+x\,b_R/b_M}}\tag{4}$$

For $x\to0$ this gives $+b_R/2$; for $x\to\infty$ it gives $-b_M/2$. Between these values it falls steadily, since the derivative of the fraction with respect to $x$ is $-(1+b_R/b_M)/(1+xb_R/b_M)^2$.

The sign of the shift is that of $1/L_M-1/L_R$, hence of $L_R-L_M$. The Levich law turns the condition for a positive shift into

$$n_MD_M^{2/3}c_M<n_RD_R^{2/3}c_R .$$

At equality the mixed potential does not depend on speed, however large the depletion.

The shift also disappears when both reactions are under kinetic control. Multiplying $1/k_R-1/k_M=1/L_M-1/L_R$ by $k_R$ gives

$$1-x=k_R\left(\frac1{L_M}-\frac1{L_R}\right),$$

which tends to zero when $k_R$ is small compared with both limits. Opposite shifts are thus a property of transport control, not of mixed potentials in general.

Displacement deposition on a dissolving substrate is a further case. If dissolution is irreversible and has no transport limit, set $1/L_R=0$. Then $x<1$ and the shift is positive. This holds at fixed exposed area: as the deposit covers the substrate, $K_R$ per total area falls, and (2) says that $E$ rises for that reason too.

Equations (1) and (4) were tested against a discretized solution of convective diffusion for both species, using the same near-wall velocity, with first-order kinetics at the surface and numerical differentiation in $\ln\omega$. At 400 rpm, nine cases were compared:

- baths A and B of the example below;
- the same baths with the limited reaction made $10^4$ times faster;
- 20 mM gold with $L_R/L_M=0.7$, 1 and 1.3;
- 20 mM gold and 4 mM reductant with both rate constants reduced $10^3$ times;
- bath A with an effectively unlimited reductant supply at the same $K_R$.

The largest discrepancy in slope was 0.0006 mV per unit of $\ln\omega$.

## A gold disc with two opposite shortages

Consider a gold disc at 60 °C in an alkaline gold(I) sulfite bath with a borane-type reductant. Gold(I) takes up one electron and the reductant is assigned three. The diffusion coefficients are $1.0\times10^{-5}$ and $1.5\times10^{-5}$ cm²/s, and $\nu=5.0\times10^{-3}$ cm²/s. With $\alpha_M=0.5$ and $\alpha_R=0.4$, $RT/F=28.71$ mV gives $b_M=57.42$ mV and $b_R=71.77$ mV. All kinetic and transport parameters are round model values.

Potentials are measured from the gold equilibrium potential in a 20 mM gold bath. With concentrations in mM and currents in mA/cm²,

$$k_M=0.02\,\frac{c_M}{20}\,e^{-E/b_M},\qquad k_R=20\,c_R\,e^{(E+200\,\mathrm{mV})/b_R}.$$

Bath A has 0.5 mM gold and 4.0 mM reductant; bath B has 20 mM gold and 0.2 mM reductant. The rate constants are the same.

**Bath A at 400 rpm.** The limits are $L_M=0.2174$ and $L_R=6.84$ mA/cm². Equation (2), with the reference potential of the reductant law restored, gives

$$E=-200+71.77\ln\frac{0.2174}{20\times4.0}-71.77\ln\left(1-\frac{0.2174}{6.84}\right)$$
$$=-200-424.0+2.3=-621.7\ \text{mV}.$$

The full balance gives $-622.3$ mV. There $x=0.0087$, and (4) yields

$$35.89\times\frac{1-0.0087}{1+1.25\times0.0087}=+35.2\ \text{mV per unit of }\ln\omega .$$

**Bath B at 400 rpm.** Now $L_R=0.3419$ and $L_M=8.70$ mA/cm². Equation (3) gives

$$E=-57.42\ln\frac{0.3419}{0.02}+57.42\ln\left(1-\frac{0.3419}{8.70}\right)=-163.0-2.3=-165.3\ \text{mV},$$

against $-162.4$ mV from the full balance. Here $x=19.99$ and the slope is $-26.2$ mV.

The speed range 100 to 1600 rpm is a factor of 16:

| Bath | Limiting shift | Full shift | Growth, µm/h |
|---|---:|---:|---:|
| A | $+99.5$ mV | $+96.8$ mV | 0.41 to 1.59 |
| B | $-79.6$ mV | $-71.5$ mV | 0.64 to 2.24 |

The limiting shifts are $+(b_R/2)\ln16$ and $-(b_M/2)\ln16$, or $+82.6$ and $-66.1$ mV per decade of speed. Growth follows from $iM_{\rm Au}/(F\rho)$, with gold's molar mass $M_{\rm Au}$ and density $\rho$. It increases in both baths, by somewhat less than the ideal factor of four.

The full shifts fall short because faster stirring brings the limited reaction closer to kinetic control. In bath A, near the limit, $k_R\simeq L_M\propto\omega^{1/2}$. The rising potential meanwhile reduces $k_M$ as $\omega^{-b_R/(2b_M)}$. Thus $x\propto\omega^{(1+b_R/b_M)/2}$, and the computed $x$ rises from 0.0019 to 0.0388. In bath B the corresponding small quantity $1/x$ is larger throughout, reaching $1/6.93=0.14$ at 1600 rpm, where the slope has weakened to $-22.0$ mV.

One numerical feature could mislead. At 1600 rpm in bath A, the formula without depletion gives $-574.3$ mV, closer to the full $-574.8$ mV than the value $-571.9$ mV from (2). Equation (1) shows why:

$$\frac1{k_R}=\frac1{L_M}+\frac1{k_M}-\frac1{L_R}.$$

The last two terms are the finite gold rate and the reductant depletion. They are $1/11.13=0.090$ and $1/13.68=0.073$ cm²/mA, and largely cancel. The agreement of the cruder formula is accidental.

## What a real bath changes

Gold sulfite baths are used in practice, but 0.5 mM gold is far below a usual working concentration, which is roughly ten millimolar or more; bath A represents a deliberately starved solution. The 0.2 mM in bath B is likewise a deliberate shortage. The rate constants are not measurements, so the example illustrates the model rather than predicting a particular bath.

The largest neglected effect that was sized is dissolved oxygen. For a rough air-saturated concentration of 0.15 mM, $D=4\times10^{-5}$ cm²/s and four electrons, its transport limit at 400 rpm is about 0.66 mA/cm². That is 3.0 times $L_M$ in bath A and 1.9 times $L_R$ in bath B. If oxygen reduction runs at its limit, it moves $E$ in bath A by about $+110$ mV. In bath B it demands more electrons than the reductant can deliver, so net gold deposition cannot be sustained and the second limiting law does not apply. These figures depend on the four electrons assumed. If reduction on gold stops at peroxide, with two electrons, the oxygen limit is 0.96 times $L_R$ in bath B, gold deposition there falls to about 0.01 mA/cm² rather than ceasing, and the shift in bath A is about $+70$ mV. The example therefore assumes a sparged bath. At 1 % of the air-saturated oxygen concentration the changes are $+2.2$ mV in A and $+1.2$ mV in B.

Other estimates at 400 rpm are small. Finite Schmidt number changes $E$ by $-2.7$ mV in A and $+2.4$ mV in B; the gold back-reaction changes it by at most 0.2 mV in magnitude. If each electron consumes two hydroxide ions, the surface pH in a buffer with 50 mM of each component shifts by the equivalent of only 1 to 2 mV. For a disc of radius 0.25 cm, the Reynolds number $\omega r^2/\nu$ is about 2100 at 1600 rpm, well within laminar flow.

Evolution of hydrogen at 1 bar from water is excluded only by a modest margin. At pH 10, with the gold reference placed at roughly $+100$ mV against the standard hydrogen electrode, the most negative potential in bath A lies about 90 mV above the hydrogen equilibrium at that pressure. In a sparged solution the hydrogen pressure is lower and the equilibrium lies higher, so traces of dissolved hydrogen are not excluded. One further pH unit downward would use up about 66 mV of that margin if $E$ itself stayed fixed. The rate of reductant oxidation is likely to depend on pH, and a smaller $K_R$ would raise $E$ and widen the margin instead.

Two assumptions of the model limit its use for other baths. The first is irreversibility. The back-reaction is small here because the gold exchange current is small. With an exchange current of 2 mA/cm² and the back-reaction included, bath B lies only 6 mV below the gold equilibrium potential at 400 rpm; the current is still $0.994\,L_R$, but the slope is $-2.5$ mV instead of $-28.6$ mV. The law $-b_M/2$ therefore needs a metal step far from equilibrium. The second is first-order kinetics. For $i=k\,(c_s/c)^m$ the limiting slopes stay the same, since $m$ only multiplies the constant offsets in (2) and (3), but the sign rule changes. With 20 mM gold, $L_R=L_M$ and $m=1/2$ for the reductant, the slope at 400 rpm is $+6.0$ mV rather than zero, and a positive slope can then occur with $L_R<L_M$.

Coupling between the partial reactions was not sized. If adsorbed reductant changes the gold-reduction rate, or stirring changes the surface through a stabilizer, $K_M$ and $K_R$ can acquire their own speed dependence, and (4) then no longer holds.

Within the stated conditions, the sign of a measured shift identifies the smaller transport limit, but it does not prove that the corresponding reaction is fully transport-limited. Either of two magnitudes shows that: a slope near $+b_R/2$ or $-b_M/2$, with the Tafel slope known independently, or a deposition rate growing nearly as $\omega^{1/2}$. The slope is sufficient but not necessary. When the two limits are nearly equal, full limitation can go with a much smaller slope: with 20 mM gold, $L_R/L_M=1.01$ and both rate constants 100 times larger, $i=0.996\,L_M$ at 400 rpm while the slope is $+18.7$ mV, about half of $+b_R/2$. The numerical output lists the values at all three speeds.

## Values computed for the example and the checks

```
temperature 333.15 K; RT/F 28.71 mV
transfer coefficients: gold 0.5, reductant 0.4
Tafel slopes per e-fold: gold 57.42, reductant 71.77 mV
electrons: gold 1, reductant 3
D gold 1.0e-05, D reductant 1.5e-05, viscosity 5.0e-03 cm2/s
gold exchange current 0.02 mA/cm2 at 20 mM, E = 0
reductant rate 20 mA/cm2 per mM at -200 mV
gold molar mass 196.97 g/mol, density 19.3 g/cm3
wall shear a 0.51023; Levich coefficient C 0.6205
Levich excess: Sc=500 3.85 %, Sc=5e5 0.376 %
limit slopes per ln(w): A +35.89, B -28.71 mV
limit slopes per decade: A +82.6, B -66.1 mV
grid against formula, worst: E 0.0000 mV, slope 0.0006 mV
bath A: gold 0.5 mM, reductant 4.0 mM
 100 rpm, w 10.47 rad/s: L_M 0.1087, L_R 3.4192 mA/cm2
  k_M 60.071, k_R 0.112 mA/cm2; x 0.0019
  E full -671.6, limit -671.4, no depletion -673.8 mV
  slope +35.74 mV; i 0.1085 mA/cm2; growth 0.41 um/h
 400 rpm, w 41.89 rad/s: L_M 0.2174, L_R 6.8385 mA/cm2
  k_M 25.476, k_R 0.223 mA/cm2; x 0.0087
  E full -622.3, limit -621.7, no depletion -624.0 mV
  slope +35.19 mV; i 0.2156 mA/cm2; growth 0.82 um/h
 1600 rpm, w 167.55 rad/s: L_M 0.4349, L_R 13.6770 mA/cm2
  k_M 11.131, k_R 0.432 mA/cm2; x 0.0388
  E full -574.8, limit -571.9, no depletion -574.3 mV
  slope +32.90 mV; i 0.4185 mA/cm2; growth 1.59 um/h
 shift 100 to 1600 rpm: full +96.8, limit +99.5 mV
bath B: gold 20.0 mM, reductant 0.2 mM
 100 rpm, w 10.47 rad/s: L_M 4.3490, L_R 0.1710 mA/cm2
  k_M 0.175, k_R 11.434 mA/cm2; x 65.2526
  E full -124.6, limit -125.5, no depletion -123.2 mV
  slope -27.93 mV; i 0.1684 mA/cm2; growth 0.64 um/h
 400 rpm, w 41.89 rad/s: L_M 8.6979, L_R 0.3419 mA/cm2
  k_M 0.338, k_R 6.758 mA/cm2; x 19.9890
  E full -162.4, limit -165.3, no depletion -163.0 mV
  slope -26.22 mV; i 0.3255 mA/cm2; growth 1.24 um/h
 1600 rpm, w 167.55 rad/s: L_M 17.3958, L_R 0.6838 mA/cm2
  k_M 0.609, k_R 4.220 mA/cm2; x 6.9288
  E full -196.2, limit -205.1, no depletion -202.8 mV
  slope -22.02 mV; i 0.5885 mA/cm2; growth 2.24 um/h
 shift 100 to 1600 rpm: full -71.5, limit -79.6 mV
neglected, A, 400 rpm: Schmidt -2.75, back -0.000, 1% air O2 +2.20 mV
 buffer (50+50 mM, 2 OH- per electron): 0.99 mM drawn, about 1.1 mV
neglected, B, 400 rpm: Schmidt +2.39, back -0.200, 1% air O2 +1.17 mV
 buffer (50+50 mM, 2 OH- per electron): 1.50 mM drawn, about 1.7 mV
O2 in air (rough) 0.15 mM, D 4e-05 cm2/s, 4 electrons: limit 0.658 mA/cm2
 ratio to L_M in A 3.02, to L_R in B 1.92
 full-air shift of E in A at 400 rpm +107.0 mV
H2 margin, A, 100 rpm: 89 mV (pH 10, gold at rough +100 mV SHE)
Reynolds number at 1600 rpm, radius 0.25 cm: 2094
```
